# Multiple marginal Bohm roots with two Maxwellian electron populations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the density ratio that belongs to a given root

Take an argon plasma whose electrons form a cold group at 0.25 eV and a hot group at 4 eV, with one hot electron for every five cold ones. Let the ions fall from rest towards a negative collector, and ask at what potential drop the Bohm condition is just met. There are three answers: 0.168 V, 1.317 V and 1.877 V. The corresponding ion speeds are 901, 2522 and 3011 m/s. Yet if the temperature ratio is lowered from 16 to 9.8, a scan of density ratios from 0.01 to 100 finds no case with more than one answer. At a ratio of 10 such cases exist. Something happens between 9.8 and 10, and it can be located exactly within the model.

### The model and the marginal condition

The ions are singly charged, with mass $M$. They start from rest where the potential is zero. At potential $-V$, with $V>0$, energy conservation without collisions gives every ion the same speed $u$,

$$
\tfrac12 Mu^2=eV. \tag{1}
$$

Temperatures are measured as energies. The two electron groups have temperatures $T_c<T_h$ and obey the Boltzmann law,

$$
n_c=n_{c0}e^{-eV/T_c},\qquad n_h=n_{h0}e^{-eV/T_h},\qquad n_e=n_c+n_h. \tag{2}
$$

This assumes that nearly all electrons are turned back by the collector. The subscript 0 refers to $V=0$, the place where the ions start. Both densities there are positive.

The geometry needs care. In a plane flow without sources the ion flux density is constant, so $n_i\propto V^{-1/2}$. A quasineutral region would then need $n_e\propto V^{-1/2}$ over a range of potentials, which a sum of exponentials cannot supply. The flow is therefore taken to converge spherically on the collector, so that the flux density rises as the radius $r$ falls. The sheath next to the collector is assumed thin compared with $r$, and within it the flux density may be treated as constant.

Let the sheath begin at $V=V_1$, where the ion and electron densities both equal $n_1$. Inside the thin sheath, with $z$ the distance towards the collector, Poisson's equation for the potential $-V$ is

$$
\frac{d^2V}{dz^2}=\frac{e}{\varepsilon_0}(n_i-n_e). \tag{3}
$$

The sign is positive because $V$ is minus the potential. Constant flux and equation (1) give $n_i=n_1\sqrt{V_1/V}$, so at the edge

$$
\frac{dn_i}{dV}=-\frac{n_1}{2V_1},\qquad
\frac{dn_e}{dV}=-e\left(\frac{n_c}{T_c}+\frac{n_h}{T_h}\right). \tag{4}
$$

Write $V=V_1+w$ with small $w$. The densities cancel at $w=0$, and the first-order terms leave

$$
\frac{d^2w}{dz^2}=\frac{e^2}{\varepsilon_0}
\left[\frac{n_c}{T_c}+\frac{n_h}{T_h}-\frac{n_e}{2eV_1}\right]w. \tag{5}
$$

A negative bracket makes $w$ oscillate in space. A departure that grows steadily into the sheath requires

$$
\frac{n_c}{T_c}+\frac{n_h}{T_h}\ \ge\ \frac{n_e}{2eV_1}. \tag{6}
$$

This is the Bohm condition for the model. In words, as the potential drops the electron density must fall at least as fast as the ion density. Equality is the marginal condition. The linear term then vanishes, and the next order decides whether a sheath can follow; that question is taken up after the roots have been counted.

Three dimensionless quantities suffice:

$$
\eta=\frac{eV}{T_c},\qquad \tau=\frac{T_h}{T_c}>1,\qquad
\alpha=\frac{n_{h0}}{n_{c0}}>0. \tag{7}
$$

Dividing the equality in (6) by $n_{c0}/T_c$ gives

$$
e^{-\eta}+\frac{\alpha}{\tau}e^{-\eta/\tau}
=\frac{e^{-\eta}+\alpha e^{-\eta/\tau}}{2\eta}. \tag{8}
$$

### What a root means in the plasma

In the quasineutral region $n_i=n_e$, and $u\propto\sqrt\eta$. The ion flux density is then proportional to

$$
F(\eta)=\sqrt\eta\left(e^{-\eta}+\alpha e^{-\eta/\tau}\right). \tag{9}
$$

Its derivative follows from the product rule:

$$
F'=\sqrt\eta\left[
\frac{e^{-\eta}+\alpha e^{-\eta/\tau}}{2\eta}
-e^{-\eta}-\frac{\alpha}{\tau}e^{-\eta/\tau}\right]. \tag{10}
$$

Comparison with (8) shows that the marginal Bohm condition is $F'=0$. The strict inequality in (6) corresponds to $F'<0$.

Conservation of ions in the converging flow requires $r^2F(\eta)=\text{constant}$. Differentiating its logarithm with respect to $r$ gives $2/r+(F'/F)\,d\eta/dr=0$, or

$$
\frac{d\eta}{dr}=-\frac{2F}{rF'}. \tag{11}
$$

Far from the collector $\eta$ is small, $F\approx(1+\alpha)\sqrt\eta$, and hence $\eta\propto r^{-4}$. Moving inwards, $F$ and $\eta$ rise together until $F$ reaches its first maximum. There the gradient in (11) diverges, and the quasineutral description ends. The roots of the marginal condition are thus the stationary points of the flux that the plasma can carry.

### Solving for the density ratio

For given $\alpha$, equation (8) cannot be solved for $\eta$ in elementary form. It is, however, linear in $\alpha$. Multiply it by $2\eta$ and collect the cold terms on the left and the hot terms on the right:

$$
(2\eta-1)e^{-\eta}
=\alpha\left(1-\frac{2\eta}{\tau}\right)e^{-\eta/\tau}. \tag{12}
$$

Dividing by the factor that multiplies $\alpha$ gives $\alpha=A(\eta)$, where

$$
A(\eta)=e^{-\eta(1-1/\tau)}\,
\frac{2\eta-1}{1-2\eta/\tau}. \tag{13}
$$

The division is safe, because at $2\eta=\tau$ the left side of (12) is positive while the right side is zero, so no root lies there. A positive $\alpha$ needs a numerator and denominator of the same sign. Both would be negative only for $\eta<1/2$ together with $\eta>\tau/2$, which is impossible when $\tau>1$. Every root therefore lies in

$$
\tfrac12<\eta<\tfrac{\tau}{2}. \tag{14}
$$

The ends are familiar limits. As $\eta\to1/2$, $A\to0$: the hot electrons vanish and $Mu^2=2eV=T_c$, the Bohm result for the cold group alone. As $\eta\to\tau/2$, $A\to\infty$ and $Mu^2\to T_h$. Between these ends, the number of roots for a given $\alpha$ is the number of times the curve $A(\eta)$ takes that value. If the curve rises throughout, the number is one. Several roots require it to turn back.

### Where the curve turns

Set $x=2\eta$, so that $1<x<\tau$. Since $1-x/\tau=(\tau-x)/\tau$,

$$
\ln A=-\frac{x}{2}\,\frac{\tau-1}{\tau}
+\ln(x-1)-\ln(\tau-x)+\ln\tau. \tag{15}
$$

The derivative contains the sum $1/(x-1)+1/(\tau-x)$, whose common numerator is $\tau-1$. Hence

$$
\frac{d\ln A}{dx}=(\tau-1)\left[
\frac{1}{(x-1)(\tau-x)}-\frac1{2\tau}\right]. \tag{16}
$$

The curve rises where $(x-1)(\tau-x)<2\tau$ and falls where the product exceeds $2\tau$. Completing the square gives

$$
(x-1)(\tau-x)=\frac{(\tau-1)^2}{4}
-\left(x-\frac{\tau+1}{2}\right)^2. \tag{17}
$$

The largest value of the product is $(\tau-1)^2/4$. A falling section exists if and only if this exceeds $2\tau$:

$$
(\tau-1)^2>8\tau
\ \Longleftrightarrow\ \tau^2-10\tau+1>0
\ \Longleftrightarrow\ (\tau-5)^2>24. \tag{18}
$$

The solutions are $\tau<5-\sqrt{24}$ and $\tau>5+\sqrt{24}$. The first lies below 1 and is excluded by the naming $T_h>T_c$; it is the same condition with the two groups exchanged, since $(5-\sqrt{24})(5+\sqrt{24})=1$. What remains is

$$
\boxed{\frac{T_h}{T_c}>5+\sqrt{24}\approx9.899.} \tag{19}
$$

At equality the slope (16) vanishes at the single point $x=(\tau+1)/2$ and is positive on both sides. The curve still rises, so each $\alpha$ has one distinct root. For one value of $\alpha$ that root is triple. It lies at

$$
\eta=\frac{\tau+1}{4}=\frac{3+\sqrt6}{2}\approx2.725. \tag{20}
$$

Here $x-1=\tau-x$, so the fraction in (13) equals $\tau$. The exponent is $(\tau+1)(\tau-1)/(4\tau)=(\tau-1/\tau)/4$. With $1/\tau=5-\sqrt{24}$ this becomes $2\sqrt{24}/4=\sqrt6$, and the density ratio is $\alpha=\tau e^{-\sqrt6}\approx0.855$. A separate numerical solution of $F'=F''=F'''=0$, using derivatives of the flux (9) and not the function $A$, gave $\tau=9.898979$, in agreement with (19) to all the digits printed.

### The window of density ratios

A large temperature ratio is necessary but does not by itself produce several roots. Above threshold the turning points are

$$
x_\pm=\frac{\tau+1}{2}\pm\frac12\sqrt{\tau^2-10\tau+1}. \tag{21}
$$

Both lie between 1 and $\tau$, because the product in (17) is positive there. With $\eta_\pm=x_\pm/2$, the curve $A$ rises from zero to $A(\eta_-)$, falls to $A(\eta_+)$, and then rises without limit. There are three distinct roots for

$$
A(\eta_+)<\alpha<A(\eta_-), \tag{22}
$$

two at either end of this window, where a pair merges, and one outside it.

The window opens slowly. Let $\Delta=\tfrac12\sqrt{\tau^2-10\tau+1}$ and $s=x-(\tau+1)/2$. The product (17) is then $2\tau+\Delta^2-s^2$, and for small $\Delta$ the slope (16) is close to $(\tau-1)(s^2-\Delta^2)/(4\tau^2)$. Its integral from $-\Delta$ to $\Delta$ brings in the factor $-4\Delta^3/3$, so

$$
\ln\frac{A(\eta_-)}{A(\eta_+)}\approx
\frac{(\tau-1)\Delta^3}{3\tau^2}. \tag{23}
$$

At $\tau=10$, $\Delta=1/2$ and the right side is $9\times0.125/300\approx0.004$. Just above threshold, therefore, the density ratio must be tuned to a few parts in a thousand.

At very large $\tau$ the lower turning point obeys $(x-1)(1-x/\tau)=2$ and tends to $x=3$. The upper end of the window then tends to $2e^{-3/2}\approx0.45$. The upper turning point tends to $x=\tau-2$, where $A\approx\tfrac12\tau^2e^{-(\tau-3)/2}$, so the lower end tends to zero. A very hot group can thus produce extra roots even when it is sparse, but in this limit it cannot do so once its density exceeds about half that of the cold group.

For the argon example, $\tau=4/0.25=16$ and $\tau^2-10\tau+1=97$. Equation (21) gives $x_\pm=(17\pm9.849)/2$, or $\eta_-=1.788$ and $\eta_+=6.712$. Inserting these in (13),

$$
A(\eta_-)=e^{-1.676}\,\frac{2.576}{0.7765}\approx0.621,\qquad
A(\eta_+)=e^{-6.293}\,\frac{12.424}{0.1610}\approx0.143. \tag{24}
$$

The chosen $\alpha=0.2$ lies between them, which accounts for the three answers at the start. Counting the stationary points of the sampled flux (9), and bisecting on $\alpha$ where the count changes, gave the same window, 0.14277 to 0.62061.

## Second derivation: how fast the effective temperature can rise

The symbols are those of the first half: $\eta=eV/T_c$ is the potential drop from the point where the ions start at rest, $\tau=T_h/T_c$, and $\alpha$ is the hot-to-cold density ratio at that point. The quasineutral ion flux is proportional to $F(\eta)=\sqrt\eta\,(e^{-\eta}+\alpha e^{-\eta/\tau})$, and $F'=0$ is the marginal Bohm condition. The first half found several roots possible only for $\tau>5+\sqrt{24}$, and then for $\alpha$ in a finite window. The same threshold now follows without solving for $\alpha$, from a bound on how quickly the electron mixture can change.

### The effective temperature and its slope

Let $a=T_c/T$ denote the inverse temperature of an electron group in units of $1/T_c$. It equals 1 for the cold group and $1/\tau$ for the hot one. Let $p_j=n_j/n_e$ be the local fraction of electrons in group $j$, and define the average and variance

$$
g=\sum_jp_ja_j,\qquad
\sigma^2=\sum_jp_ja_j^2-g^2. \tag{25}
$$

The Boltzmann law gives $dn_j/d\eta=-a_jn_j$, and summation gives $dn_e/d\eta=-gn_e$. The marginal condition, which equates the relative rates of fall of the electron and ion densities, becomes $g=1/(2\eta)$. In terms of

$$
y=\frac1g, \tag{26}
$$

it reads

$$
2\eta=y. \tag{27}
$$

The quantity $yT_c$ is the effective electron temperature that enters the Bohm speed. Since $Mu^2=2eV=2\eta T_c$, equation (27) is the statement $Mu^2=yT_c$. For a single group $y$ is constant and there is one root. For a mixture, $y$ rises with $\eta$, because the retarding potential removes cold electrons more strongly than hot ones. Both sides of (27) then grow with depth, and the question is which grows faster.

The fractions change according to

$$
\frac{dp_j}{d\eta}
=\frac{1}{n_e}\frac{dn_j}{d\eta}-\frac{n_j}{n_e^2}\frac{dn_e}{d\eta}
=(g-a_j)p_j. \tag{28}
$$

Multiplying by $a_j$ and summing,

$$
\frac{dg}{d\eta}=g\sum_jp_ja_j-\sum_jp_ja_j^2=-\sigma^2. \tag{29}
$$

The effective temperature therefore has the slope

$$
\frac{dy}{d\eta}=-\frac1{g^2}\frac{dg}{d\eta}
=\frac{\sigma^2}{g^2}. \tag{30}
$$

The left side of (27) has slope 2. Extra roots need a region in which $\sigma^2/g^2$ exceeds 2, that is, a mixture whose inverse temperature has a variance more than twice the square of its mean.

The first derivation has given the temperature-ratio threshold and the window of density ratios for several roots, and the second has shown that extra roots need a region where the effective temperature $y$ rises with slope above 2. It remains to find the largest slope two electron groups allow, recover the threshold from it, and decide which root is the sheath edge.

Numbers in the example were calculated in double precision.
